# Shell-Resolved Contact Field of Mn2+ in Unrestricted Hartree-Fock

## 1. A field from closed shells

The free Mn²⁺ ion has the configuration 3d⁵ with all five 3d spins parallel, so \(S=5/2\) and \(L=0\). A 3d orbital vanishes at the nucleus. The s orbitals do not, but each s shell holds one electron of either spin, and if the two shared one spatial orbital their spin densities would cancel. In that description there is no contact field.

The cancellation is spoiled by exchange. An s electron with spin parallel to the 3d spins exchanges with them, and its partner does not, so the two orbitals differ slightly. This is core polarization. The questions here are how large the resulting field is in unrestricted Hartree-Fock (UHF), and what it means to assign parts of it to the 1s, 2s and 3s shells.

The model is a free ion with a point nucleus, without relativity or electron correlation. The state has \(M_S=S\), with the 3d spins up.

## 2. The contact field and the parameter χ

Let the spin magnetization be \(M(r)\hat{\mathbf z}\), with \(M\) spherical and \(\hat{\mathbf z}\) along the magnetic moment. Its bound current is

\[
\mathbf J=\nabla\times(M\hat{\mathbf z})=\nabla M\times\hat{\mathbf z}=M'(r)\,\hat{\mathbf r}\times\hat{\mathbf z}.
\]

In the Biot-Savart law for the field at the origin, the vector from source to field point is \(-\mathbf r\):

\[
\mathbf B(0)=\frac{\mu_0}{4\pi}\int\frac{\mathbf J\times(-\hat{\mathbf r})}{r^2}\,d^3r .
\]

Since \((\hat{\mathbf r}\times\hat{\mathbf z})\times(-\hat{\mathbf r})=\hat{\mathbf r}\times(\hat{\mathbf r}\times\hat{\mathbf z})=\hat{\mathbf r}\cos\theta-\hat{\mathbf z}\), the \(z\) component of the angular factor is \(\cos^2\theta-1=-\sin^2\theta\). The factor \(r^2\) in \(d^3r\) cancels the denominator, and \(\int\sin^2\theta\,d\Omega=8\pi/3\). Hence

\[
B=-\frac{\mu_0}{4\pi}\,\frac{8\pi}{3}\int_0^\infty M'(r)\,dr=\frac23\,\mu_0M(0),
\]

because \(M\) vanishes at infinity.

Let \(\rho_\uparrow,\rho_\downarrow\) be the electron densities of the two spins and \(g\) the positive electron g value. Each electron carries a spin moment \(g\mu_B/2\) opposite to its spin. Measured along the moment of the ion, \(M=\tfrac12 g\mu_B(\rho_\uparrow-\rho_\downarrow)\). A positive \(B\) is therefore parallel to the ion's moment, and a negative \(B\) is parallel to its spin.

The Watson-Freeman parameter is

\[
\chi=\frac{4\pi}{S}\Big\langle\sum_i\delta(\mathbf r_i)s_{zi}\Big\rangle
=\frac{4\pi}{2S}\,[\rho_\uparrow(0)-\rho_\downarrow(0)],
\]

where \(s_z=\pm\tfrac12\) supplies the factor \(\tfrac12\). It has the dimension of a density, and its atomic unit is \(a_0^{-3}\). Inserting \(\rho_\uparrow(0)-\rho_\downarrow(0)=2S\chi/4\pi\) gives

\[
B=\frac23\mu_0\,\frac{g\mu_B}{2}\,\frac{2S\chi}{4\pi}=\frac{\mu_0\,g\mu_B\,S\,\chi}{6\pi}.
\]

For hydrogen, \(\rho_\uparrow(0)=1/(\pi a_0^3)\) and \(S=\tfrac12\), so \(\chi=4\,a_0^{-3}\) and \(B=16.7\) T. For \(S=5/2\), each unit of \(\chi\) gives 20.89 T.

## 3. The radial UHF equations

Hartree atomic units are used from here on. In UHF each electron has its own spatial orbital \(\psi_i\). The energy of the determinant is

\[
E=\sum_i\langle i|h|i\rangle+\frac12\sum_{ij}\big[\langle ij|ij\rangle-\delta_{\sigma_i\sigma_j}\langle ij|ji\rangle\big],\qquad h=-\tfrac12\nabla^2-\frac Zr ,
\]

where \(\langle ij|kl\rangle\) is the Coulomb integral with electron 1 in \(i,k\) and electron 2 in \(j,l\). The last term is restricted to equal spins because the spin overlap vanishes otherwise. Making \(E\) stationary under orthonormality gives \(F_\sigma\psi_i=\sum_j\psi_j\lambda_{ji}\), with \(F_\sigma=h+J-K_\sigma\). Here \(J\) is the Coulomb potential of all electrons and \(K_\sigma\) is exchange with those of spin \(\sigma\). The matrix \(\lambda\) is Hermitian, and one may choose the occupied orbitals that diagonalize it. These are the canonical orbitals, with \(F_\sigma\psi_i=\varepsilon_i\psi_i\). This choice matters in Section 6.

In Mn²⁺ every occupied subshell of each spin is full: s and p for both spins, and 3d for spin up. The density is then spherical, and so is \(J\). For exchange, write the orbitals as \(u(r)Y_{lm}/r\). A full subshell \(l'\) enters \(K_\sigma\) through

\[
\sum_{m'}Y_{l'm'}(\Omega)Y^*_{l'm'}(\Omega')=\frac{2l'+1}{4\pi}P_{l'}(\cos\gamma),\qquad
\frac1{|\mathbf r-\mathbf r'|}=\sum_k\frac{r_<^k}{r_>^{k+1}}P_k(\cos\gamma),
\]

with \(\gamma\) the angle between \(\mathbf r\) and \(\mathbf r'\). The kernel depends on directions through \(\gamma\) alone, so it is rotationally invariant. To find its action on \(Y_{lm}\), expand

\[
P_{l'}P_k=\sum_L(2L+1)\,w_L\,P_L,\qquad w_L=\frac12\int_{-1}^1P_LP_{l'}P_k\,dx ,
\]

and use \(\int P_L(\cos\gamma)Y_{lm}(\Omega')\,d\Omega'=\frac{4\pi}{2l+1}\delta_{Ll}Y_{lm}(\Omega)\). The factors \(4\pi\) and \(2l+1\) cancel, which leaves the weight \((2l'+1)w_l\) for each \(k\).

For an s electron \(l=0\) and \(P_0=1\), so \(w_0=\tfrac12\int P_{l'}P_k\,dx=\delta_{kl'}/(2l'+1)\). The weight is 1, and \(k=l'\) is the one surviving multipole. Exchange of an s orbital with 3d↑ is therefore

\[
(X_{3d}u)(r)=u_{3d}(r)\int_0^\infty\frac{r_<^2}{r_>^3}\,u_{3d}(r')u(r')\,dr' .
\]

The radial equations thus solve the full UHF equations without any angular averaging. An open subshell that is not half-filled would in general spoil this, and could add orbital and dipolar fields.

Near the nucleus \(u\approx u'(0)r\). With \(Y_{00}=1/\sqrt{4\pi}\), an s orbital has \(|\psi(0)|^2=u'(0)^2/4\pi\), so the contribution of shell \(n\) is

\[
\chi_n=\frac{4\pi}{2S}\big[|\psi_{n\uparrow}(0)|^2-|\psi_{n\downarrow}(0)|^2\big]=\frac{u'_{n\uparrow}(0)^2-u'_{n\downarrow}(0)^2}{2S}.
\]

## 4. What distinguishes the two spins

The kinetic energy, the nuclear attraction and \(J\) are the same for both spins. For s electrons the Fock operators differ by exchange:

\[
F_\uparrow-F_\downarrow=-X_{3d}-\big(X^{\rm core}_\uparrow-X^{\rm core}_\downarrow\big).
\]

The first term is the direct source. The second is feedback from the s and p core, which is itself polarized. If exchange between the core and 3d is removed, identical core orbitals for both spins satisfy the equations. Started from the polarized solution, the calculation does relax to that state, with \(\chi\) zero to within the convergence error of the iteration (below \(10^{-6}\,a_0^{-3}\)). If exchange is removed between s and 3d but kept between p and 3d, \(\chi=+0.11\,a_0^{-3}\) remains. This is the indirect path, in which 3d polarizes the p shells and these polarize the s shells.

## 5. Response of the contact density

Split the converged operators into their mean and half their difference:

\[
F_{\uparrow,\downarrow}=\bar F\pm W,\qquad \bar F\varphi_m=\varepsilon_m\varphi_m .
\]

Let \(\psi_n(\lambda)\) be the eigenfunction of \(\bar F+\lambda W\) that starts from \(\varphi_n\). Then \(\psi_{n\uparrow}=\psi_n(1)\) and \(\psi_{n\downarrow}=\psi_n(-1)\). In the difference of the two contact densities the even powers of \(\lambda\) cancel, so the first correction to the linear result is of third order in \(W\).

At first order put \(\psi_n=\varphi_n+\lambda\sum_{m\ne n}c_{mn}\varphi_m\). The eigenvalue equation at order \(\lambda\), projected on \(\varphi_m\), reads

\[
(\varepsilon_m-\varepsilon_n)c_{mn}+W_{mn}=0
\quad\Rightarrow\quad c_{mn}=\frac{W_{mn}}{\varepsilon_n-\varepsilon_m}.
\]

The orbitals are real, so \(|\psi_n(0)|^2\) changes by \(\pm2\varphi_n(0)\sum_mc_{mn}\varphi_m(0)\) for spin up and down. The difference has the factor 4, and \(4\cdot4\pi/2S=8\pi/S\). Hence

\[
\chi_n=\sum_{m\neq n}C_{nm}+O(W^3),\qquad
C_{nm}=\frac{8\pi}{S}\,\frac{\varphi_n(0)\varphi_m(0)W_{mn}}{\varepsilon_n-\varepsilon_m}.
\]

The sum runs over all other s states, occupied and empty, including the continuum. The numerator is symmetric in \(n\) and \(m\) and the denominator is antisymmetric, so \(C_{nm}=-C_{mn}\). If both states are occupied, the two terms cancel in the total:

\[
\chi=\sum_{n\,\rm occ}\ \sum_{m\,\rm empty}C_{nm}+O(W^3).
\]

Mixing among occupied shells moves contact density from one shell to another. At this order the total comes from admixture of empty states.

## 6. How far a shell value has a meaning

The cancellation reflects an exact property. Replace the occupied s orbitals of one spin by \(\tilde\psi_n=\sum_m\psi_mR_{mn}\) with \(R\) orthogonal. The determinant is multiplied by \(\det R=\pm1\), so the state is unchanged. The summed contact density is unchanged too:

\[
\sum_n\tilde\psi_n(0)^2=\sum_{mm'}\psi_m(0)\psi_{m'}(0)(RR^T)_{mm'}=\sum_m\psi_m(0)^2 .
\]

The individual terms do change. The total \(\chi\) belongs to the UHF state, whereas the numbers \(\chi_n\) belong to the state together with a choice of orbitals.

A second reasonable choice removes the mixing among occupied shells. For each spin, choose \(R\) so that the orbitals \(\tilde\psi_n\) lie as close as possible to the common set \(\varphi_n\), that is, minimize \(\sum_n\|\tilde\psi_n-\varphi_n\|^2\). All norms are fixed, so this means maximizing

\[
\sum_n\langle\tilde\psi_n|\varphi_n\rangle=\operatorname{tr}(R^TM),\qquad M_{mn}=\langle\psi_m|\varphi_n\rangle .
\]

With the singular-value decomposition \(M=U\Sigma V^T\), the trace equals \(\operatorname{tr}(\Sigma\,V^TR^TU)\). The matrix \(V^TR^TU\) is orthogonal, so its diagonal elements are at most 1. The maximum is reached when it is the unit matrix, which gives \(R=UV^T\).

To first order for spin up, \(M_{mn}=\delta_{mn}+c_{nm}=\delta_{mn}-c_{mn}\), since \(c\) is antisymmetric between occupied states. This \(M\) is already orthogonal to first order, so \(R=M\) at that order, and

\[
\tilde\psi_n=\varphi_n+\sum_{m\neq n}c_{mn}\varphi_m-\sum_{m\,\rm occ}c_{mn}\varphi_m
=\varphi_n+\sum_{m\,\rm empty}c_{mn}\varphi_m .
\]

For spin down the sign of \(c\) is reversed. To leading order, the aligned orbitals therefore give each shell its empty-state part alone.

## 7. The numbers for Mn²⁺

**Canonical shells.** The prefactor is \(4\pi/2S=4\pi/5=2.5133\). The computed contact densities, in \(a_0^{-3}\), give

\[
\begin{aligned}
\chi_{1s}&=2.5133\,(4783.4364-4783.5067)=-0.18,\\
\chi_{2s}&=2.5133\,(433.5888-436.3819)=-7.02,\\
\chi_{3s}&=2.5133\,(59.1690-57.8279)=+3.37 .
\end{aligned}
\]

The 2s term is a difference of 0.6% between two large densities. The sum is

\[
\chi=-0.18-7.02+3.37=-3.83\,a_0^{-3},\qquad B=20.89\times(-3.83)\approx-80\ \text{T}.
\]

The field is antiparallel to the moment of the ion. The canonical shells contribute about −4, −147 and +70 T.

The total is compared with a round reference figure of \(-3\,a_0^{-3}\), which is not derived here. The converged UHF value lies 0.83 below it, which is 28% of 3. An independent three-dimensional UHF calculation in a Gaussian basis gives −3.815, about 0.3% from the radial −3.826. The figure −3 is thus not the UHF limit for the free ion in this model.

**The two resolutions.** All entries are in \(a_0^{-3}\). "Occupied" and "empty" are the two parts of the response formula.

| Shell | Canonical | Occupied | Empty | Aligned |
|---|---|---|---|---|
| 1s | −0.18 | −0.21 | +0.03 | +0.03 |
| 2s | −7.02 | −3.40 | −3.62 | −3.62 |
| 3s | +3.37 | +3.61 | −0.24 | −0.24 |
| Sum | −3.83 | 0.00 | −3.83 | −3.83 |

The canonical pattern is a large negative 2s term and a positive 3s term. In the aligned orbitals the 3s term is small and negative, and 2s carries almost the whole total. Both columns describe the same determinant. The positive canonical 3s value is thus a product of mixing between the occupied 2s and 3s orbitals, as is about half of the canonical 2s value.

The transfer follows from one matrix element. With both orbitals taken positive at the nucleus, \(\varphi_{2s}(0)=20.856\) and \(\varphi_{3s}(0)=7.648\) in \(a_0^{-3/2}\), \(W_{2s,3s}=0.05703\) hartree, and \(\varepsilon_{2s}-\varepsilon_{3s}=-25.2946\) hartree. With \(8\pi/S=10.053\),

\[
C_{2s,3s}=10.053\times\frac{20.856\times7.648\times0.05703}{-25.2946}=-3.62\,a_0^{-3}.
\]

The mixing amplitude is only \(0.057/25.3=0.0023\). It matters because it multiplies the product of two large amplitudes at the nucleus. The occupied part of 2s in the table is −3.40 because the 1s–2s pair adds about +0.2 to it. The value of \(C_{2s,3s}\) rounds to the same −3.62 as the empty part of 2s. The two are different quantities, and no reason for their near equality is derived here.

**Source and feedback.** When \(W\) is split as in Section 4, the response formula assigns −3.73 to direct 3d exchange and −0.09 to core feedback. The feedback differs in sign from the +0.11 found without s-3d exchange. The two are different quantities: the feedback includes the exchange of the polarized s shells, which in the other calculation are polarized by the p shells alone.

**Orbital energies.** To first order, direct exchange lowers a spin-up level by \(G^2=\langle\varphi_n|X_{3d}|\varphi_n\rangle\), which is 0.136 hartree for 2s and 0.408 hartree for 3s. The computed splittings are 0.135 and 0.414 hartree. For 1s the order is reversed: the spin-up level is higher by 0.0021 hartree, although \(G^2\approx0.0015\) hartree would lower it. At first order the remaining +0.0036 hartree must come from core feedback, the one other term in \(F_\uparrow-F_\downarrow\).

**Mean radii.** One might picture exchange as pulling spin-up electrons toward the 3d shell, whose mean radius is \(1.099\,a_0\). The 2s orbital fits this picture: its mean radius is \(0.2812\,a_0\) for spin up and \(0.2802\,a_0\) for spin down. The 3s orbital does not. Its mean radius is \(0.8604\,a_0\) for spin up and \(0.8637\,a_0\) for spin down, so the spin-up orbital is the more compact one although 3d has the larger mean radius. Comparing the mean radius of an s shell with that of 3d therefore does not predict which way the spin-up orbital shifts. In both shells the more compact canonical orbital is the one with the larger contact density.

## 8. Limits of the result

The response formula needs \(W_{mn}\) to be small compared with the level spacings. Here its total agrees with the self-consistent one to about \(0.001\,a_0^{-3}\). The shell values \(\chi_n\) would fail for nearly degenerate s levels with a sizeable coupling. The total is unchanged by rotations among occupied orbitals, so for the total only the spacings between occupied and empty levels need be large.

The UHF determinant has \(M_S=5/2\), but once the core is polarized it is in general not an eigenfunction of \(S^2\). The value of \(\chi\) is the expectation value in that determinant, divided by the nominal \(S\). The admixture of \(S+1\) is small in norm but not in its effect on \(\chi\). At first order the polarization is a triplet excitation of the core with \(M=0\), coupled to the 3d spin with \(M_S=S\). The squared Clebsch-Gordan coefficient for total spin \(S\) is \(S/(S+1)\), so projecting the determinant onto \(S=5/2\) would scale \(\chi\) by about \(5/7\), to roughly \(-2.7\,a_0^{-3}\). This shift is larger than the gap between \(-3.83\) and \(-3\).

Correlation, relativity, the finite nucleus and the surroundings of an ion in a solid or a solution are all left out. The total comes from a difference of about \(1.5\,a_0^{-3}\) between the summed contact densities, 5276.2 for spin up and 5277.7 for spin down. A small change of the orbitals that differs between the spins, and is not a rotation among occupied orbitals, can thus shift it noticeably. None of the omitted effects has been computed, so the difference between −3.8 and −3 cannot be assigned to any of them. The numerical check that accompanies these notes tests the radial solution, the response formula and the aligned resolution.

## Table of computed values

```
H: chi = 4.00000 a0^-3, contact field = 16.708 T
Mn2+: S = 2.5, field per unit chi = 20.886 T a0^3
UHF energy, radial   = -1149.11062 hartree
UHF energy, Gaussian = -1149.10553 hartree
3d up: energy = -1.2884 hartree, <r> = 1.0987 a0
1s |psi(0)|^2 up, down = 4783.4364, 4783.5067 a0^-3
1s energy up, down = -241.1847, -241.1867 hartree
1s <r> up, down = 0.06153, 0.06153 a0
1s exchange integral G2 with 3d = 0.00155 hartree
1s canonical chi = -0.177 a0^-3, field = -3.69 T
1s response: occupied part = -0.209, empty part = 0.032 a0^-3
1s aligned-orbital chi = 0.032 a0^-3
1s Gaussian UHF chi = -0.175 a0^-3
2s |psi(0)|^2 up, down = 433.5888, 436.3819 a0^-3
2s energy up, down = -29.8166, -29.6816 hartree
2s <r> up, down = 0.28119, 0.28018 a0
2s exchange integral G2 with 3d = 0.13606 hartree
2s canonical chi = -7.020 a0^-3, field = -146.61 T
2s response: occupied part = -3.401, empty part = -3.619 a0^-3
2s aligned-orbital chi = -3.619 a0^-3
2s Gaussian UHF chi = -6.993 a0^-3
3s |psi(0)|^2 up, down = 59.1690, 57.8279 a0^-3
3s energy up, down = -4.6615, -4.2470 hartree
3s <r> up, down = 0.86042, 0.86370 a0
3s exchange integral G2 with 3d = 0.40826 hartree
3s canonical chi = 3.371 a0^-3, field = 70.40 T
3s response: occupied part = 3.609, empty part = -0.240 a0^-3
3s aligned-orbital chi = -0.239 a0^-3
3s Gaussian UHF chi = 3.354 a0^-3
total chi = -3.826 a0^-3, field = -79.91 T
total chi minus quoted -3 = -0.826 a0^-3
total chi, second mesh = -3.826 a0^-3
total chi, Gaussian UHF = -3.815 a0^-3
total chi, response formula = -3.827 a0^-3
  direct 3d exchange = -3.734 a0^-3
  core exchange feedback = -0.092 a0^-3
2s-3s: W = 0.05703 hartree, e(2s)-e(3s) = -25.2946 hartree
2s-3s: phi(0) = 20.856, 7.648 a0^-3/2
2s-3s: chi moved into 2s by mixing = -3.616 a0^-3
total chi without s-3d exchange = 0.112 a0^-3
|total chi| without core-3d exchange = 1.5e-07 a0^-3
```
